# Why Diamond Allows an xyz Energy but No Mean Sublattice Displacement: test program

```python
"""Diamond sublattice displacement u = u_B - u_A (zone-centre optical triplet).
Result under test: inversion leaves u unchanged, so an energy g*ux*uy*uz is
allowed, yet the thermal mean of u vanishes as long as the crystal is cubic.
Model per primitive cell: four Morse bonds (depth D, range parameter a, length b)
and bond bending K. Force constant k, cubic coefficient g, phonon energy hw.
N cells moving together have mass N*mu and potential N*E(u).
Units: eV, nm, K. Parameters are round values in the rough regime of diamond.
"""
import numpy as np
from itertools import permutations, product, combinations
from itertools import combinations_with_replacement
from scipy.constants import hbar, e as charge, k as boltzmann, atomic_mass

D, a, K, b = 4.0, 15.0, 280.0, 0.154
mass_number = 12.0
kB = boltzmann / charge
hbar2_over_M = hbar**2 / (mass_number * atomic_mass) / charge * 1e18
hbar2_over_mu = 2 * hbar2_over_M
I3 = np.eye(3)
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
pairs = list(combinations(range(4), 2))
rng = np.random.default_rng(4)

# Derived formulas
V2 = 2 * D * a**2
k = 4 / 3 * (V2 + 4 * K)
g = -8 * D * a**2 / np.sqrt(3) * (a + 1 / b)
zeta = (V2 - 4 * K) / (V2 + 4 * K)
hw = np.sqrt(hbar2_over_mu * k)
s2 = hw / (2 * k)


# Symmetry: find how each operation acts on u by moving real atoms
cell = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])


def offset_from_site(position, site):
    v = position - site
    return v - np.rint(v @ np.linalg.inv(cell)) @ cell


def symmetry_actions(tau, alike):
    """List of (rotation, matrix acting on u, sublattices exchanged?)."""
    found = []
    sites = [np.zeros(3), tau]
    for perm in permutations(range(3)):
        for signs in product([1, -1], repeat=3):
            R = np.diag(signs) @ I3[list(perm)]
            for shift in sites:
                columns, exchanged = [], False
                for unit in I3:
                    atoms = [-0.003 * unit, tau + 0.007 * unit]
                    off = np.array([[offset_from_site(R @ p + shift, q)
                                     for q in sites] for p in atoms])
                    near = np.linalg.norm(off, axis=2) < 0.05
                    if np.array_equal(near, np.eye(2, dtype=bool)):
                        columns.append((off[1, 1] - off[0, 0]) / 0.01)
                    elif alike and np.array_equal(near, np.eye(2, dtype=bool)[::-1]):
                        columns.append((off[0, 1] - off[1, 0]) / 0.01)
                        exchanged = True
                if len(columns) == 3:
                    found.append((R, np.array(columns).T, exchanged))
    return found


def averaged_monomials(matrices, degree):
    points = np.random.default_rng(1).normal(size=(25, 3))
    rows = []
    for idx in combinations_with_replacement(range(3), degree):
        rows.append(np.mean([np.prod((points @ M.T)[:, list(idx)], axis=1)
                             for M in matrices], axis=0))
    return np.array(rows), np.prod(points, axis=1)


def count_invariants(matrices, degree):
    return int(np.linalg.matrix_rank(averaged_monomials(matrices, degree)[0], tol=1e-8))


diamond = symmetry_actions(np.full(3, 0.25), True)
rocksalt = symmetry_actions(np.full(3, 0.5), False)
all_ops = [M for R, M, x in diamond]
keeping = [M for R, M, x in diamond if not x]
inversion = [M for R, M, x in diamond if np.allclose(R, -I3)]
rock_ops = [M for R, M, x in rocksalt]
rock_inversion = [M for R, M, x in rocksalt if np.allclose(R, -I3)]
twofold = [M for R, M, x in diamond if not x
           and np.allclose(R, np.diag(np.diag(R))) and np.linalg.det(R) > 0]
assert len(all_ops) == 48 and len(keeping) == 24 and len(rock_ops) == 48
assert len(inversion) == 1 and np.allclose(inversion[0], I3)
assert np.allclose(rock_inversion[0], -I3)
counts = {
    "diamond, all operations": all_ops,
    "sublattice-keeping only (zincblende)": keeping,
    "diamond inversion only": [I3] + inversion,
    "three twofold rotations only": twofold,
    "rocksalt, all operations": rock_ops,
}
counts = {name: (count_invariants(m, 1), count_invariants(m, 3))
          for name, m in counts.items()}
assert list(counts.values()) == [(0, 1), (0, 1), (3, 10), (0, 1), (0, 0)]
rows, xyz_points = averaged_monomials(all_ops, 3)
assert np.linalg.matrix_rank(np.vstack([rows, xyz_points]), tol=1e-8) == 1


# Full model energy, with optional strain and one more anharmonic bond
def energy(u, strain=np.zeros((3, 3)), range_factor=1.0):
    r = np.asarray(u)[..., None, :] + b * bonds @ (I3 + strain)
    length = np.linalg.norm(r, axis=-1)
    factor = np.array([range_factor, 1, 1, 1])
    total = np.sum(D / factor**2 * (1 - np.exp(-a * factor * (length - b)))**2, axis=-1)
    for i, j in pairs:
        total = total + K / b**2 * (np.sum(r[..., i, :] * r[..., j, :], axis=-1)
                                    + b**2 / 3)**2
    return total


h = 3e-4
trial = rng.uniform(-h, h, size=(200, 3))
odd_part = (energy(trial) - energy(-trial)) / 2
assert np.allclose(odd_part, g * np.prod(trial, axis=1), rtol=0, atol=2e-3 * abs(g) * h**3)
signs = np.array(list(product([1, -1], repeat=3)))
g_numeric = np.sum(np.prod(signs, axis=1) * energy(h * signs)) / (8 * h**3)
assert abs(g_numeric / g - 1) < 2e-3
k_numeric = (energy([h, 0, 0]) + energy([-h, 0, 0]) - 2 * energy([0, 0, 0])) / h**2
assert abs(k_numeric / k - 1) < 2e-3
q = 0.01
E_plus, E_minus = energy(q * bonds[0]), energy(-q * bonds[0])
assert E_plus < E_minus


# Quantum thermal density of u from diagonalization in an oscillator basis
def thermal_density(N, T, strain=np.zeros((3, 3)), range_factor=1.0, nmax=12):
    x, w = np.polynomial.hermite.hermgauss(24)
    P = np.zeros((nmax + 1, len(x)))
    P[0] = np.pi**-0.25 * np.sqrt(w)
    P[1] = np.sqrt(2) * x * P[0]
    for m in range(1, nmax):
        P[m + 1] = np.sqrt(2 / (m + 1)) * x * P[m] - np.sqrt(m / (m + 1)) * P[m - 1]
    states = np.array([m for m in product(range(nmax + 1), repeat=3) if sum(m) <= nmax])
    basis = (P[states[:, 0]][:, :, None, None] * P[states[:, 1]][:, None, :, None]
             * P[states[:, 2]][:, None, None, :]).reshape(len(states), -1)
    u = np.sqrt(2 * s2 / N) * np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
    extra = N * (energy(u, strain, range_factor) - 0.5 * k * np.sum(u**2, axis=1))
    H = np.diag(hw * (states.sum(axis=1) + 1.5)) + (basis * extra) @ basis.T
    levels, vectors = np.linalg.eigh(H)
    weight = np.exp(-(levels - levels[0]) / (kB * T))
    weight /= weight.sum()
    return u, weight @ (vectors.T @ basis)**2


def moments(*args, **kwargs):
    u, density = thermal_density(*args, **kwargs)
    assert abs(density.sum() - 1) < 1e-10
    return density @ u, density @ np.prod(u, axis=1), density @ (u[:, 1] * u[:, 2])


def first_order_xyz(T, N=1):
    n = 1 / np.expm1(hw / (kB * T))
    return -g * s2**3 * (8 * n**2 + 8 * n + 2 / 3) / hw / N**2


T1, T2, N_big = 300.0, 1000.0, 64
mean1, xyz1, yz1 = moments(1, T1)
mean2, xyz2, yz2 = moments(1, T2)
mean_big, xyz_big, yz_big = moments(N_big, T1)
mean_big2, xyz_big2, yz_big2 = moments(N_big, T2)
for vector in (mean1, mean2, mean_big, mean_big2):
    assert np.max(np.abs(vector)) < 1e-10
assert max(abs(yz1), abs(yz2)) < 1e-12
assert xyz1 > 0 and xyz2 > xyz1
# Remaining deviation is higher-order anharmonicity, reduced in the large cell
assert abs(xyz_big / first_order_xyz(T1, N_big) - 1) < 0.02
assert abs(xyz_big2 / first_order_xyz(T2, N_big) - 1) < 0.02
xyz_small_basis = moments(1, T2, nmax=10)[1]
assert abs(xyz_small_basis / xyz2 - 1) < 5e-3

# Controls: shear, uniform dilation, and one more anharmonic bond
shear = 1e-3
shear_tensor = np.zeros((3, 3))
shear_tensor[1, 2] = shear_tensor[2, 1] = shear
static_shift = -2 * b / np.sqrt(3) * zeta * shear
shear_mean, _, shear_yz = moments(1, T1, strain=shear_tensor)
shear_big = moments(N_big, T1, strain=shear_tensor)[0]
assert abs(shear_big[0] / static_shift - 1) < 0.02
assert np.max(np.abs(shear_mean[1:])) < 1e-10 and abs(shear_yz) > 1e-10
dilated_mean = moments(1, T1, strain=1e-3 * I3)[0]
assert np.max(np.abs(dilated_mean)) < 1e-10

factor = 1.1
coth1 = 1 / np.tanh(hw / (2 * kB * T1))
uneven_formula = 1.5 * V2 * a * (factor - 1) * s2 * coth1 / k
uneven = moments(1, T1, range_factor=factor)[0] @ bonds[0]
uneven_big = moments(N_big, T1, range_factor=factor)[0] @ bonds[0]
assert abs(uneven_big * N_big / uneven_formula - 1) < 0.02


# All wavevectors: harmonic fluctuations and mean anharmonic push of each bond
def lattice_pushes(T, stiffness_factor=1.0, mesh=8):
    reciprocal = 2 * np.pi * np.linalg.inv(cell * 4 * b / np.sqrt(3)).T
    stiffness = V2 * np.array([stiffness_factor, 1, 1, 1])
    C = np.zeros((4, 3, 3))
    gamma_energy = None
    for m in product(range(mesh), repeat=3):
        phase = np.exp(1j * b * bonds @ (np.array(m) / mesh @ reciprocal))
        from_A = [np.hstack([-I3, p * I3]) for p in phase]
        from_B = [np.hstack([-np.conj(p) * I3, I3]) for p in phase]
        F = np.zeros((6, 6), complex)
        for i in range(4):
            row = bonds[i] @ from_A[i]
            F += stiffness[i] * np.outer(row.conj(), row)
        for W in (from_A, from_B):
            for i, j in pairs:
                row = bonds[i] @ W[j] + bonds[j] @ W[i]
                F += K * np.outer(row.conj(), row)
        lam, vec = np.linalg.eigh(F)
        keep = lam > 1e-8 * lam[-1]      # drops only rigid translations
        quantum = np.sqrt(hbar2_over_M * lam[keep])
        if m == (0, 0, 0):
            assert keep.sum() == 3
            gamma_energy = quantum
        else:
            assert keep.all()
        variance = hbar2_over_M / (2 * quantum) / np.tanh(quantum / (2 * kB * T))
        S = (vec[:, keep] * variance) @ vec[:, keep].conj().T
        for i in range(4):
            C[i] += (from_A[i] @ S @ from_A[i].conj().T).real / mesh**3
    push = []
    for n, c in zip(bonds, C):
        along = n @ c @ n
        gradient = (-3 * D * a**3 * along * n
                    + V2 / (2 * b) * (n * (np.trace(c) - 3 * along) + 2 * c @ n))
        push.append(-gradient)
    return np.array(push), bonds[0] @ C[0] @ bonds[0], gamma_energy


push, bond_variance, gamma_energy = lattice_pushes(T1)
assert np.allclose(gamma_energy, hw, rtol=1e-8)
push_size = push[0] @ bonds[0]
assert np.allclose(push, push_size * bonds, atol=1e-9) and abs(push_size) > 1e-2
assert np.linalg.norm(push.sum(axis=0)) < 1e-9
uneven_push = np.linalg.norm(lattice_pushes(T1, 1.1)[0].sum(axis=0))
assert uneven_push > 1e-3
cell_variance = s2 * coth1


def clean(vector):
    return "below 1e-10" if np.max(np.abs(vector)) < 1e-10 else "nonzero"


print(f"Morse depth D = {D:.1f} eV; range parameter a = {a:.1f} 1/nm")
print(f"bending K = {K:.0f} eV/nm^2; bond length b = {b:.3f} nm")
print(f"atomic mass = {mass_number:.0f} u")
print(f"symmetry operations: {len(all_ops)}; keeping sublattices: {len(keeping)}")
print(f"inversion factor on u: diamond {inversion[0][0, 0]:+.0f},"
      f" rocksalt {rock_inversion[0][0, 0]:+.0f}")
print("number of invariants (linear, cubic):")
for name, (linear, cubic) in counts.items():
    print(f"  {name}: {linear}, {cubic}")
print(f"bond stiffness V'' = {V2:.1f} eV/nm^2")
print(f"force constant k = {k:.1f} eV/nm^2 (numerical {k_numeric:.1f})")
print(f"cubic coefficient g = {g:.1f} eV/nm^3 (numerical {g_numeric:.1f})")
print(f"optical phonon energy = {1000 * hw:.2f} meV")
print(f"zero-point rms per component, one cell = {1000 * np.sqrt(s2):.3f} pm")
print(f"energy at u = +{1000 * q:.0f} pm along bond = {1000 * E_plus:.2f} meV")
print(f"energy at u = -{1000 * q:.0f} pm along bond = {1000 * E_minus:.2f} meV")
for T, mean, third in ((T1, mean1, xyz1), (T2, mean2, xyz2)):
    print(f"T = {T:.0f} K, one cell: mean u components (nm) {clean(mean)}")
    print(f"  <xyz> = {1e9 * third:.3f} pm^3;"
          f" first order {1e9 * first_order_xyz(T):.3f} pm^3")
    print(f"  full / first order = {third / first_order_xyz(T):.4f}")
print(f"{N_big} cells: <xyz> full / first order ="
      f" {xyz_big / first_order_xyz(T1, N_big):.4f} (300 K),"
      f" {xyz_big2 / first_order_xyz(T2, N_big):.4f} (1000 K)")
print(f"tensor shear e_yz = {shear:.4f}; internal-strain zeta = {zeta:.4f}")
print(f"  static u_x = {1000 * static_shift:.5f} pm")
print(f"  thermal u_x, one cell, 300 K = {1000 * shear_mean[0]:.5f} pm")
print(f"  thermal u_x, {N_big} cells, 300 K = {1000 * shear_big[0]:.5f} pm")
print(f"  <u_y u_z>, one cell, 300 K = {1e6 * shear_yz:.5f} pm^2")
print(f"uniform strain 0.001, 300 K: mean u (nm) {clean(dilated_mean)}")
print(f"one bond with range parameter times {factor:.1f}, 300 K:")
print(f"  mean u along it, one cell = {1000 * uneven:.5f} pm")
print(f"  first-order formula, one cell = {1000 * uneven_formula:.5f} pm")
print(f"  {N_big} cells: full / formula = {uneven_big * N_big / uneven_formula:.4f}")
print("all wavevectors, 300 K (8x8x8 mesh):")
print(f"  mean anharmonic push per bond = {push_size:.4f} eV/nm")
print(f"  sum of four pushes (eV/nm): {clean(push.sum(axis=0))}")
print(f"  sum if one bond is 10% stiffer = {uneven_push:.4f} eV/nm")
print(f"  bond-length variance = {1e6 * bond_variance:.3f} pm^2")
print(f"  one-cell harmonic variance = {1e6 * cell_variance:.3f} pm^2")
print(f"  ratio, all wavevectors / one cell = {bond_variance / cell_variance:.3f}")
print("PASS")
```

Printed output:

```
Morse depth D = 4.0 eV; range parameter a = 15.0 1/nm
bending K = 280 eV/nm^2; bond length b = 0.154 nm
atomic mass = 12 u
symmetry operations: 48; keeping sublattices: 24
inversion factor on u: diamond +1, rocksalt -1
number of invariants (linear, cubic):
  diamond, all operations: 0, 1
  sublattice-keeping only (zincblende): 0, 1
  diamond inversion only: 3, 10
  three twofold rotations only: 0, 1
  rocksalt, all operations: 0, 0
bond stiffness V'' = 1800.0 eV/nm^2
force constant k = 3893.3 eV/nm^2 (numerical 3893.3)
cubic coefficient g = -89346.8 eV/nm^3 (numerical -89347.6)
optical phonon energy = 164.70 meV
zero-point rms per component, one cell = 4.599 pm
energy at u = +10 pm along bond = 179.08 meV
energy at u = -10 pm along bond = 213.58 meV
T = 300 K, one cell: mean u components (nm) below 1e-10
  <xyz> = 3.438 pm^3; first order 3.493 pm^3
  full / first order = 0.9843
T = 1000 K, one cell: mean u components (nm) below 1e-10
  <xyz> = 11.529 pm^3; first order 11.787 pm^3
  full / first order = 0.9781
64 cells: <xyz> full / first order = 0.9998 (300 K), 0.9997 (1000 K)
tensor shear e_yz = 0.0010; internal-strain zeta = 0.2329
  static u_x = -0.04141 pm
  thermal u_x, one cell, 300 K = -0.04189 pm
  thermal u_x, 64 cells, 300 K = -0.04142 pm
  <u_y u_z>, one cell, 300 K = 0.01193 pm^2
uniform strain 0.001, 300 K: mean u (nm) below 1e-10
one bond with range parameter times 1.1, 300 K:
  mean u along it, one cell = 0.02177 pm
  first-order formula, one cell = 0.02208 pm
  64 cells: full / formula = 0.9998
all wavevectors, 300 K (8x8x8 mesh):
  mean anharmonic push per bond = 0.7090 eV/nm
  sum of four pushes (eV/nm): below 1e-10
  sum if one bond is 10% stiffer = 0.0424 eV/nm
  bond-length variance = 26.283 pm^2
  one-cell harmonic variance = 21.223 pm^2
  ratio, all wavevectors / one cell = 1.238
PASS
```
